# Landau Levels at the Merging of Two Dirac Points: test program

```python
"""Landau levels at the merging of two Dirac points.

Result under test: H = (Pi_x^2/2m) sigma_x + c Pi_y sigma_y has levels
    E = +-eps*sqrt(e_n),  eps = (c^2 B^2/2m)^(1/3)   (atomic units),
where e_n are the eigenvalues of p^2 + u^4 - 2u. Thus E ~ B^(2/3).

Symbols: t, t' = lattice hoppings (merging at t' = 2t); ax, ay = lattice
constants; c = t*ay (velocity times hbar); quad = hbar^2/2m = t*ax^2/4;
K = e*B/hbar; Delta = t' - 2t; alpha = strength of an added term
alpha*Pi_x^2/2m times the unit matrix. Energies in eV, lengths in angstrom.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad as integrate
from scipy.linalg import eigvalsh_tridiagonal
from scipy.special import gamma

# Rough round values in the regime of gap-closed black phosphorus
t, ax, ay = 1.0, 3.3, 4.4
c = t * ay
quad = t * ax**2 / 4
hbar_eV = sc.hbar / sc.e
NLEV = 6


def inverse_area(B):
    """e*B/hbar in 1/angstrom^2 for B in tesla."""
    return sc.e * B / sc.hbar * 1e-20


def energy_scale(B):
    return (c**2 * inverse_area(B)**2 * quad)**(1 / 3)


def momentum_squared(N, h):
    """Sinc-grid matrix of -d^2/dx^2."""
    i = np.arange(N)
    d = i[:, None] - i[None, :]
    safe = np.where(d == 0, 1, d)
    return np.where(d == 0, np.pi**2 / 3,
                    2.0 * (1 - 2 * (d % 2)) / safe**2) / h**2


def scalar_levels(linear, delta=0.0):
    """Eigenvalues of p^2 + (u^2 + delta)^2 + linear*u."""
    u = np.linspace(-8, 8, 161)
    V = (u**2 + delta)**2 + linear * u
    return np.linalg.eigvalsh(momentum_squared(161, u[1] - u[0])
                              + np.diag(V))


def direct_spectrum(B, alpha=0.0):
    """Two-component H in the gauge A = (0, B x); grid independent of B."""
    x = np.arange(-125, 126) * 4.0
    T = quad * momentum_squared(len(x), 4.0)
    Y = np.diag(c * inverse_area(B) * x)
    H = np.block([[alpha * T, T - 1j * Y], [T + 1j * Y, alpha * T]])
    return np.linalg.eigvalsh(H)


def lattice_levels(B, Delta=0.0):
    """Positive levels of the lattice with Peierls phases, as a chain."""
    eps, step = energy_scale(B), ay / 2
    M = int(np.ceil(6 * c / eps / step))
    y = (np.arange(2 * M) - M + 0.5) * step
    hop = np.empty(4 * M + 1)
    hop[0::2] = 2 * t + Delta
    hop[1::2] = 2 * t * np.cos(ax * inverse_area(B) * y / 2)
    E = eigvalsh_tridiagonal(np.zeros(4 * M + 2), hop, select='v',
                             select_range=(0.0, 5.5 * eps))
    return np.sort(E)[:NLEV]


# --- symbolic: lattice expansion, qx^2 and qy counted as the same order
s, qx, qy, T0, Ax, Ay, u = sp.symbols('s q_x q_y t a_x a_y u', real=True)
f = 2*T0 - 2*T0*sp.cos(s*qx*Ax/2)*sp.exp(sp.I*s**2*qy*Ay/2)
assert sp.simplify(f.subs(s, 0)) == 0
assert sp.simplify(sp.diff(f, s).subs(s, 0)) == 0
second = sp.diff(f, s, 2).subs(s, 0) / 2
assert sp.simplify(second - (T0*Ax**2*qx**2/4 - sp.I*T0*Ay*qy)) == 0

# --- symbolic: squaring the first-order operator gives the linear term
phi = sp.Function('phi')(u)
Dphi = u**2*phi + sp.diff(phi, u)
DDphi = u**2*Dphi - sp.diff(Dphi, u)
assert sp.simplify(sp.expand(
    DDphi - (-sp.diff(phi, u, 2) + u**4*phi - 2*u*phi))) == 0

# --- dimensionless levels
e_n = scalar_levels(-2.0)
assert e_n[0] > 0.1
lam = np.sqrt(e_n[:12])
lam_pure = np.sqrt(scalar_levels(0.0)[:12])

# --- direct two-component levels against the reduced problem
fields = (5.0, 10.0, 20.0)
direct = {}
for B in fields:
    E = direct_spectrum(B)
    direct[B] = E[E > 0][:NLEV]
    negative = -E[E < 0][::-1][:NLEV]
    predicted = energy_scale(B) * lam[:NLEV]
    assert np.allclose(direct[B], predicted, rtol=1e-7, atol=0)
    assert np.allclose(negative, predicted, rtol=1e-7, atol=0)
    assert abs(np.min(np.abs(E)) / predicted[0] - 1) < 1e-7  # no zero mode
exponent = np.log(direct[20.0] / direct[5.0]) / np.log(4)
assert np.all(np.abs(exponent - 2 / 3) < 1e-7)
# the pure quartic oscillator fails for the lowest level
assert abs(energy_scale(10.0) * lam_pure[0] / direct[10.0][0] - 1) > 0.1

# --- semiclassical levels
I_num = integrate(lambda x: np.sqrt(1 - x**4), 0, 1)[0]
I_gamma = np.sqrt(np.pi) * gamma(0.25) / (8 * gamma(1.75))
assert abs(I_num - I_gamma) < 1e-7
lam_sc = (np.pi * (np.arange(12) + 0.5) / (2 * I_gamma))**(2 / 3)
err_sc = lam_sc / lam - 1
assert abs(err_sc[1]) < 1e-2 and abs(err_sc[8]) < 1e-3

# --- full lattice: continuum limit and size of the corrections
lat10, lat2 = lattice_levels(10.0), lattice_levels(2.5)
dev10 = lat10 / (energy_scale(10.0) * lam[:NLEV]) - 1
dev2 = lat2 / (energy_scale(2.5) * lam[:NLEV]) - 1
assert np.max(np.abs(dev10)) < 0.01
dev_ratio = np.max(np.abs(dev10)) / np.max(np.abs(dev2))
assert abs(dev_ratio / 4**(2 / 3) - 1) < 0.1   # corrections ~ eps/t
lat_exponent = np.log(lat10 / lat2) / np.log(4)

# --- detuning from the merging point, continuum against lattice
B0 = 10.0
eps = energy_scale(B0)
shift = {}
for Delta in (0.002, -0.002):
    cont = eps * (np.sqrt(scalar_levels(-2.0, Delta / eps)[0]) - lam[0])
    latt = lattice_levels(B0, Delta)[0] - lat10[0]
    assert abs(latt / cont - 1) < 0.02
    shift[Delta] = cont

# --- unequal electron and hole masses: prefactors change, the law stays
alpha = 0.2
asym = {}
for B in (5.0, 10.0, 20.0):
    E = direct_spectrum(B, alpha)
    asym[B] = np.array([E[E > 0][0], -E[E < 0][-1]])
asym_exponent = np.log(asym[20.0] / asym[5.0]) / np.log(4)
assert np.all(np.abs(asym_exponent - 2 / 3) < 1e-6)
assert abs(asym[10.0][0] / asym[10.0][1] - 1) > 0.01

# --- other neglected energies
zeeman = 2 * sc.physical_constants['Bohr magneton in eV/T'][0] * B0
kB = sc.k / sc.e
tau = 0.5e-12
mass = sc.hbar**2 / (2 * quad * sc.e * 1e-20) / sc.m_e

print(f"hopping t = {t:.1f} eV; ax = {ax:.1f}, ay = {ay:.1f} angstrom")
print(f"c = t*ay = {c:.2f} eV angstrom = {c*1e-10/hbar_eV:.3e} m/s")
print(f"hbar^2/2m = {quad:.4f} eV angstrom^2; m = {mass:.3f} m_e")
print(f"field B = {B0:.0f} T; eB/hbar = {inverse_area(B0):.4e} angstrom^-2")
print(f"energy scale eps = {eps:.6f} eV = {eps*1e3:.3f} meV")
print(f"length l = c/eps = {c/eps:.1f} angstrom = {c/eps/10:.2f} nm")
print(f"integral I = {I_gamma:.6f}; pi/(2I) = {np.pi/(2*I_gamma):.6f}")
print("n, e_n, sqrt(e_n), pure-quartic root, semiclassical root (no unit)")
for n in range(NLEV):
    print(f"{n} {e_n[n]:.6f} {lam[n]:.6f} {lam_pure[n]:.6f} {lam_sc[n]:.6f}")
print(f"semiclassical error, n=0,1,8: {100*err_sc[0]:.2f}, "
      f"{100*err_sc[1]:.3f}, {100*err_sc[8]:.4f} %")
print("n, direct E (eV) at 5, 10, 20 T, exponent of B from 5 to 20 T")
for n in range(NLEV):
    print(n, *(f"{direct[B][n]:.6f}" for B in fields),
          f"{exponent[n]:.7f}")
print("n, lattice E at 10 T (eV), deviation at 10 T and 2.5 T (%), exponent")
for n in range(NLEV):
    print(f"{n} {lat10[n]:.6f} {100*dev10[n]:.4f} {100*dev2[n]:.4f} "
          f"{lat_exponent[n]:.5f}")
print(f"ratio of largest deviations = {dev_ratio:.3f}; "
      f"4^(2/3) = {4**(2/3):.3f}")
print(f"spacing E1-E0 at 10 T = {direct[B0][1]-direct[B0][0]:.6f} eV")
for Delta in shift:
    print(f"detuning {Delta:+.3f} eV shifts E0 by {shift[Delta]:+.6f} eV")
print(f"asymmetry alpha = {alpha:.1f}: lowest electron level "
      f"{asym[B0][0]:.6f} eV")
print(f"  lowest hole level -{asym[B0][1]:.6f} eV; exponents "
      f"{asym_exponent[0]:.6f}, {asym_exponent[1]:.6f}")
print(f"Zeeman splitting (g = 2) at 10 T = {zeeman:.6f} eV")
print(f"thermal energy kT: 4 K {4*kB:.6f} eV; 77 K {77*kB:.6f} eV")
print(f"broadening hbar/tau, tau = {tau*1e12:.1f} ps: {hbar_eV/tau:.6f} eV")
print("all assertions hold")
```

Running it gives:

```
hopping t = 1.0 eV; ax = 3.3, ay = 4.4 angstrom
c = t*ay = 4.40 eV angstrom = 6.685e+05 m/s
hbar^2/2m = 2.7225 eV angstrom^2; m = 1.399 m_e
field B = 10 T; eB/hbar = 1.5193e-04 angstrom^-2
energy scale eps = 0.010675 eV = 10.675 meV
length l = c/eps = 412.2 angstrom = 41.22 nm
integral I = 0.874019; pi/(2I) = 1.797210
n, e_n, sqrt(e_n), pure-quartic root, semiclassical root (no unit)
0 0.562136 0.749757 1.029739 0.931206
1 3.709175 1.925922 1.949275 1.936987
2 7.372839 2.715297 2.730512 2.722864
3 11.578549 3.402727 3.412440 3.407569
4 16.205524 4.025609 4.032595 4.029096
5 21.189004 4.603151 4.608511 4.605828
semiclassical error, n=0,1,8: 24.20, 0.575, 0.0244 %
n, direct E (eV) at 5, 10, 20 T, exponent of B from 5 to 20 T
0 0.005042 0.008004 0.012705 0.6666667
1 0.012952 0.020560 0.032637 0.6666667
2 0.018260 0.028987 0.046013 0.6666667
3 0.022883 0.036325 0.057663 0.6666667
4 0.027072 0.042975 0.068218 0.6666667
5 0.030956 0.049140 0.078005 0.6666667
n, lattice E at 10 T (eV), deviation at 10 T and 2.5 T (%), exponent
0 0.007997 -0.0854 -0.0338 0.66629
1 0.020532 -0.1348 -0.0534 0.66608
2 0.028929 -0.1981 -0.0784 0.66580
3 0.036235 -0.2493 -0.0986 0.66558
4 0.042848 -0.2957 -0.1169 0.66537
5 0.048974 -0.3386 -0.1338 0.66519
ratio of largest deviations = 2.530; 4^(2/3) = 2.520
spacing E1-E0 at 10 T = 0.012556 eV
detuning +0.002 eV shifts E0 by +0.001461 eV
detuning -0.002 eV shifts E0 by -0.001371 eV
asymmetry alpha = 0.2: lowest electron level 0.009119 eV
  lowest hole level -0.006841 eV; exponents 0.666667, 0.666667
Zeeman splitting (g = 2) at 10 T = 0.001158 eV
thermal energy kT: 4 K 0.000345 eV; 77 K 0.006635 eV
broadening hbar/tau, tau = 0.5 ps: 0.001316 eV
all assertions hold
```
